# The Pulay pressure in plane-wave stress calculations, part 2

An analytic plane-wave stress gives $P_N=-\partial E/\partial\Omega$ with the set of waves fixed, so $E_c\Omega^{2/3}$ is constant; $P_c$ is the same derivative at fixed cutoff $E_c$. Here $E$ is the zone-averaged energy per cell of volume $\Omega$. The difference is the Pulay pressure:

$$P_N-P_c=\frac{2E_c}{3\Omega}\left(\frac{\partial E}{\partial E_c}\right)_{\Omega}\le 0 .$$

Hartree atomic units are used. Lengths scale by $s$, a prime denotes $d/ds$, and

$$P_N=-\frac{1}{3\Omega}\frac{dE}{ds}.$$

Waves $\mathbf g=\mathbf k+\mathbf G$, with $T=g^2/2\le E_c$ and $g_c=\sqrt{2E_c}$, have mean number

$$N=\frac{\Omega g_c^3}{6\pi^2}=\frac{\Omega\,(2E_c)^{3/2}}{6\pi^2},$$

and $dN/dE_c=\Omega g_c/2\pi^2$. The k-point has reduced coordinates $\kappa$. Zone integral and $\mathbf G$ sum together cover $\mathbf g$-space once (unfolding).

At one k-point $E$ is a staircase in $E_c$: $P_c=P_N$ between jumps. For a state $\psi$ of energy $\varepsilon$, let $M=H-\varepsilon S$, $r=\langle\mathbf g|M|\psi\rangle$ and $M_{gg}=\langle\mathbf g|M|\mathbf g\rangle\approx T-\varepsilon$, without projector terms. Adding a wave gives

$$\Delta\varepsilon(\mathbf g)\approx-\frac{|r|^2}{T-\varepsilon}.$$

For one band of occupation $f$, this gives the surface formula

$$\frac{\partial E}{\partial E_c}=-f\,\frac{\Omega g_c}{2\pi^2}\left\langle\frac{|r|^2}{E_c-\varepsilon}\right\rangle_{|\mathbf g|=g_c}.$$

The solvable model has one atom per cell and non-interacting electrons:

$$H=T+D|\beta\rangle\langle\beta|,\qquad S=1+q|\beta\rangle\langle\beta|,\qquad \beta(r)=(\pi\sigma^2)^{-3/4}e^{-r^2/2\sigma^2},$$

with $\beta(g)=(4\pi\sigma^2)^{3/4}e^{-g^2\sigma^2/2}$ and $b_G=\Omega^{-1/2}\beta(g)$. The secular equation is

$$1=-(D-\varepsilon q)F,\qquad F=\sum_G\frac{b_G^2}{T_G-\varepsilon}.$$

With $F_\varepsilon=\partial F/\partial\varepsilon$ (printed as F' in the output) and $W=F_\varepsilon+qF^2$, the surface formula becomes

$$\frac{\partial E}{\partial E_c}=-f\,\frac{g_c\,\beta(g_c)^2}{2\pi^2}\left\langle\frac{1}{(E_c-\varepsilon)W}\right\rangle .$$

The kinetic, $D$ and overlap ($-\varepsilon S'$) parts of the strain derivative add to

$$\frac{d\varepsilon}{ds}=-\frac1W\sum_G b_G^2\left[\frac{g^2}{(T_G-\varepsilon)^2}+\frac{2g^2\sigma^2-3}{T_G-\varepsilon}\right].$$

## The isolated atom: all of $P_N$ is Pulay pressure

The zone average of any sum over $\mathbf G$ at fixed $\varepsilon$ is exactly $(\Omega/2\pi^2)\int_0^{g_c}g^2dg$ of the summand, by the unfolding used above. In a large cell the sums vary little with $\mathbf k$; terms linear in that variation average to zero and quadratic terms are negligible, so every sum may be replaced by its integral. The factor $\Omega$ cancels the $1/\Omega$ in $b^2$. Then $F$, $W$ and $\varepsilon$ depend on $E_c$ but not on $\Omega$, and $P_c=0$, as it should be for atoms that do not touch.

The analytic pressure does not vanish. Using $d\beta^2/dg=-2g\sigma^2\beta^2$ and $dT/dg=g$,

$$\frac{d}{dg}\left[\frac{g^3\beta^2}{T-\varepsilon}\right]=\frac{(3g^2-2g^4\sigma^2)\beta^2}{T-\varepsilon}-\frac{g^4\beta^2}{(T-\varepsilon)^2},$$

which is minus $g^2\beta^2$ times the square bracket in $d\varepsilon/ds$. The integrand is a total derivative, and the lower limit contributes nothing because of $g^3$:

$$\frac{d\varepsilon}{ds}=+\frac{g_c^3\,\beta(g_c)^2}{2\pi^2(E_c-\varepsilon)W}.$$

With $P_N=-(f/3\Omega)\,d\varepsilon/ds$ and $g_c^3=2E_c\,g_c$,

$$P_N=\frac{2E_c}{3\Omega}\left[-f\frac{g_c\beta(g_c)^2}{2\pi^2(E_c-\varepsilon)W}\right]=\frac{2E_c}{3\Omega}\frac{\partial E}{\partial E_c}.$$

This reaches the general result without the chain rule. In a complete basis, $g_c\to\infty$, the three parts cancel exactly, which is the virial theorem of the free pseudo-atom. Truncation leaves a boundary term on the cutoff sphere, and that term is the Pulay pressure.

The same limit explains why $P_c$ is nearly converged. Write $E=E_\infty(\Omega)+\Delta E(\Omega,E_c)$, so $P_c-P_\infty=-\partial\Delta E/\partial\Omega$ at fixed $E_c$. The missing waves describe the cores, so $\Delta E$ is nearly an atomic constant and its volume derivative is small. This fails when compression changes the weight of the wavefunction in the core ($W$ in the model) or transfers electrons between orbitals of different hardness, for example from $s$ to $d$.

## An exponential convergence curve

If $\Delta E=Ae^{-E_c/E_0}$ near the working cutoff, then $\partial E/\partial E_c=-\Delta E/E_0$ and

$$P_N-P_c=-\frac{2E_c}{3E_0}\,\frac{\Delta E}{\Omega}.$$

The energy error per volume is amplified by $2E_c/3E_0$. Two further points give $E_0=(E_2-E_1)/\ln[\Delta E(E_1)/\Delta E(E_2)]$. The Gaussian projector makes the model close to exponential. By the surface formula the slope becomes small wherever the residual $r$ on the cutoff sphere passes through zero; a convergence curve then has a shoulder, and the local slope must be used rather than a global fit.

The effect on a relaxed cell follows from the bulk modulus $B$. Near the constant-cutoff equilibrium $P_c\approx-B\,\delta\Omega/\Omega$. A relaxation stops at $P_N=0$, where $P_c=-(P_N-P_c)$, so $\delta\Omega/\Omega\approx(P_N-P_c)/B<0$. Restarting a relaxation with a fresh basis removes the drift of the cutoff that a fixed set suffers as the cell changes, but the restarts converge to $P_N=0$ at the nominal cutoff, and the Pulay error remains. It is removed by fitting $E(\Omega)$ at constant cutoff, or by subtracting the formula from the computed pressure, and it shrinks as $E_c$ is raised.

## The numbers

The inputs are chosen and describe no real solid: a simple cubic cell with $a=4.5$ bohr (2.3813 Å), $\Omega=91.125$ bohr$^3$ (13.503 Å$^3$), $\sigma=0.6$ bohr (0.3175 Å), $D=-2$ Ha, $q=0.5$, one filled band with $f=2$, and $E_c=8$ Ha (217.7 eV), so $g_c=4$ bohr$^{-1}$. The count is $N=91.125\times64/6\pi^2=98.48$, equal to the mean over 5000 quasi-random k-points, and $dN/dE_c=91.125\times4/2\pi^2=18.47$ Ha$^{-1}$.

At the single point $\kappa=(0.137,0.291,0.419)$ the set has 97 waves and $\varepsilon=-0.486323$ Ha. Adding the next wave, with $T=8.0390$ Ha, shifts $\varepsilon$ by $-6.2553\times10^{-5}$ Ha in direct diagonalization and by $-6.2551\times10^{-5}$ Ha from $-|r|^2/(T-\varepsilon)$. A tiny volume step at fixed cutoff gives $P_c=9.0298$ GPa, identical to $P_N$, as the staircase argument requires. This value is far from the zone average because it belongs to one state of a dispersive band whose 5000 sampled values run from $-0.5514$ to $-0.4481$ Ha (the values at the zone centre and the zone corner are $-0.55195$ and $-0.44753$ Ha). One jump times the entry rate gives a rough estimate of the slope, rough because $W$ and $\varepsilon$ vary over the zone and this wave lies 0.039 Ha outside the sphere: $2\times18.47\times(-6.2553\times10^{-5})=-2.31\times10^{-3}$.

The zone average gives $E=-0.991059$ Ha ($-26.9681$ eV). The kinetic, $D$ and overlap parts of the analytic pressure add to

$$P_N=(8.1222-9.3148+1.1539)\times10^{-3}=-3.87\times10^{-5}\ \text{Ha/bohr}^3,$$

more precisely $-3.8661\times10^{-5}$ Ha/bohr$^3=-0.00710$ eV/Å$^3=-1.137$ GPa, and a finite difference with the set held fixed gives the same digits. The parts are 238.964, $-274.051$ and 33.949 GPa. The overlap part is about thirty times the total in size, and leaving it out would give about $-35$ GPa.

The slope and $P_c$ come from the five-point rule $[8(y_{1}-y_{-1})-(y_{2}-y_{-2})]/12h$, where $y_j$ is the energy at $j$ steps $h$ from the centre. The step is 3 % in $E_c$ and 4 % in $\Omega$; one cutoff step of 0.24 Ha contains about $5000\times18.47\times0.24\approx2.2\times10^4$ jumps, which smooths the staircase. The slope is $-2.3456\times10^{-3}$, against $-2.3462\times10^{-3}$ from the surface formula. With $2E_c/3\Omega=16/273.375=0.058528$ Ha/bohr$^3$,

$$0.058528\times(-2.3456\times10^{-3})=-1.3728\times10^{-4}\ \text{Ha/bohr}^3,$$

which is $-0.02521$ eV/Å$^3$ or $-4.039$ GPa. Independently, $P_c=9.8871\times10^{-5}$ Ha/bohr$^3$ (0.01816 eV/Å$^3$, 2.909 GPa), so $P_N-P_c=(-3.8661-9.8871)\times10^{-5}=-1.3753\times10^{-4}$ Ha/bohr$^3$, or $-4.046$ GPa. The two sides differ by 0.007 GPa, 0.2 % of the Pulay pressure; the calculation does not measure how much of this is left-over staircase.

The reference at 24 Ha, converged in the cutoff and averaged over the same 5000 k-points, has $E=-0.994096$ Ha and $P=2.859$ GPa (0.01785 eV/Å$^3$); the k-point sampling limits the accuracy of such pressures to about 0.005 GPa and of the energies to about $10^{-5}$ Ha, so their last digit is not significant. With the zone average converged, the reference moves to $E=-0.994089$ Ha and $P=2.863$ GPa, and the 8 Ha values to $E=-0.991053$ Ha and $P_N=-1.133$ GPa. At 8 Ha the analytic pressure therefore has the wrong sign: it calls for contraction where the converged model expands. $P_c$ is off by only $2.909-2.859=0.050$ GPa on this k-point set, and by $2.907-2.863=0.044$ GPa with the zone average converged.

For the exponential curve, $\Delta E=6.5908$, $3.0368$ and $1.4068$ mHa at 7, 8 and 9 Ha. Then $E_0=2/\ln(6.5908/1.4068)=2/1.5444=1.2950$ Ha (35.24 eV), the slope is $-3.0368\times10^{-3}/1.2950=-2.3450\times10^{-3}$, and the Pulay pressure is $-1.3725\times10^{-4}$ Ha/bohr$^3$ ($-0.02520$ eV/Å$^3$, $-4.038$ GPa). The value of $E_0$ can be understood from the surface formula: the slope goes as $E_c^{1/2}e^{-2\sigma^2E_c}/(E_c-\varepsilon)$, whose decay rate is $2\sigma^2-1/2E_c+1/(E_c-\varepsilon)\approx0.72-0.0625+1/8.5=0.775$ Ha$^{-1}$, the inverse of 1.29 Ha. This is the decay rate of the slope rather than of $\Delta E$, and it neglects the change of the sphere average with $g_c$, so it accounts for $E_0$ only to about 1 %. The last digit of $\Delta E$ and $E_0$ above lies within the k-point sampling error. The amplification is $16/(3\times1.2950)=4.12$, so an energy error of 82.6 meV in 13.503 Å$^3$ becomes $4.12\times0.0826/13.503=0.0252$ eV/Å$^3$. For a chosen $B=100$ GPa, which is not the modulus of the model, the relaxed volume would be off by $-4.039/100=-4.04$ %, a third of that in the lattice constant; at this size the linear estimate is only approximate.

The table uses the surface formula for the Pulay term; pressures are in GPa.

| $E_c$ (Ha) | $\Delta E$ (meV) | $P_N$ | Pulay | $P_N-$Pulay |
|---|---|---|---|---|
| 6 | 389.36 | −11.398 | −14.315 | 2.918 |
| 8 | 82.64 | −1.137 | −4.040 | 2.902 |
| 10 | 17.87 | 1.787 | −1.073 | 2.860 |
| 12 | 3.95 | 2.577 | −0.282 | 2.860 |
| 14 | 0.88 | 2.787 | −0.073 | 2.860 |

The Pulay term falls more slowly than the slope because of the factor $E_c$: from 8 to 10 Ha the slope goes from $-2.346\times10^{-3}$ to $-4.983\times10^{-4}$, a factor 4.71, and the pressure falls by $4.71\times8/10=3.77$. The corrected pressure misses the converged 2.859 GPa by 0.059, 0.043 and 0.001 GPa at 6, 8 and 10 Ha. This remainder does not fall in proportion to $\Delta E$. It is mostly the true $-\partial\Delta E/\partial\Omega$, which with the zone average converged is about 0.055, 0.044 and below 0.001 GPa at these cutoffs; the rest is the sampling error of 5000 points.

For the isolated atom, radial quadrature at 8 Ha gives $\varepsilon=-0.496944$ Ha ($-13.523$ eV), $F=0.57093$ and $F_\varepsilon=0.46162$. The secular equation is met, since $D-\varepsilon q=-2+0.248472=-1.75153=-1/F$, and $W=0.46162+0.5\times0.57093^2=0.6246$. With $\beta(g_c)^2=0.03032$ bohr$^3$,

$$\frac{\partial E}{\partial E_c}=-\frac{2\times4\times0.03032}{2\pi^2\times8.496944\times0.62461}=-2.315\times10^{-3},$$

smaller in size than the $-2.346\times10^{-3}$ of the solid by 1.3 % of the latter, which is the sense in which the basis error is atomic. The projector term dropped from $M_{gg}$ is $1.75\times0.03032/91.125\approx6\times10^{-4}$ Ha in size, against 8.5 Ha. For a cell with $a=8$ bohr (4.233 Å, 553.4 waves on average) the prediction is $[16/(3\times512)]\times(-2.31539\times10^{-3})=-2.4119\times10^{-5}$ Ha/bohr$^3$ ($-0.710$ GPa), and the analytic pressure of that cell is $-2.4104\times10^{-5}$ Ha/bohr$^3$ ($-0.709$ GPa). Atoms that barely interact appear to attract with 0.7 GPa.

The numerical check below compares the secular root and the one-wave jump with generalized diagonalization of $H$ and $S$; confirms $P_c=P_N$ between jumps; compares the mean wave count with its formula and the analytic $P_N$ with a fixed-set finite difference; tests the main relation with $P_c$ and $\partial E/\partial E_c$ from separate stencils with different reduced cutoff radii (close enough that many k-points still have the same set in both), allowing 3 % for the staircase; compares the surface formula with the stencil slope and the exponential fit with the surface formula; requires the corrected pressure at every cutoff to remove at least four fifths of the error of $P_N$; and compares the large cell with the radial quadrature for the free atom.

## Numbers as computed

```
units: 1 Ha = 27.2114 eV, 1 bohr = 0.52918 A, 1 Ha/bohr^3 = 29421.0 GPa
sigma = 0.6 bohr = 0.3175 A, D = -2.0 Ha, q = 0.5, f = 2.0
a = 4.5 bohr = 2.3813 A, Omega = 91.125 bohr^3 = 13.503 A^3
Ec = 8.0 Ha = 217.7 eV, g_c = 4.000 1/bohr
2Ec/(3 Omega) = 0.058528 Ha/bohr^3
single k = (0.137,0.291,0.419): N = 97, eps = -0.486323 Ha
  next wave T = 8.0390 Ha, jump eigh -6.2553e-05, formula -6.2551e-05 Ha
  between jumps P_c = 9.0298 GPa, P_N = 9.0298 GPa
5000 k: mean N = 98.48, formula 98.48, dN/dEc = 18.47 1/Ha
band from -0.5514 to -0.4481 Ha; E = -0.991059 Ha = -26.9681 eV
kinetic part: 8.1222e-03 Ha/bohr^3 = 1.49150 eV/A^3 = 238.964 GPa
D part: -9.3148e-03 Ha/bohr^3 = -1.71049 eV/A^3 = -274.051 GPa
overlap (-eps S') part: 1.1539e-03 Ha/bohr^3 = 0.21190 eV/A^3 = 33.949 GPa
P_N analytic: -3.8661e-05 Ha/bohr^3 = -0.00710 eV/A^3 = -1.137 GPa
P_N finite difference: -3.8661e-05 Ha/bohr^3 = -0.00710 eV/A^3 = -1.137 GPa
dE/dEc: stencil (step 3 %) -2.3456e-03, surface formula -2.3462e-03 (Ha/Ha)
P_c stencil (step 4 %): 9.8871e-05 Ha/bohr^3 = 0.01816 eV/A^3 = 2.909 GPa
P_N - P_c: -1.3753e-04 Ha/bohr^3 = -0.02526 eV/A^3 = -4.046 GPa
(2Ec/3Om) dE/dEc stencil: -1.3728e-04 Ha/bohr^3 = -0.02521 eV/A^3 = -4.039 GPa
(2Ec/3Om) dE/dEc surface: -1.3731e-04 Ha/bohr^3 = -0.02522 eV/A^3 = -4.040 GPa
converged (Ec = 24.0 Ha): E = -0.994096 Ha = -27.0507 eV
P converged: 9.7179e-05 Ha/bohr^3 = 0.01785 eV/A^3 = 2.859 GPa
DeltaE(7,8,9 Ha) = 6.5908, 3.0368, 1.4068 mHa; DeltaE(8) = 82.6 meV
E0 = 1.2950 Ha = 35.24 eV, -DeltaE/E0 = -2.3450e-03
Pulay from exponential model: -1.3725e-04 Ha/bohr^3 = -0.02520 eV/A^3 = -4.038 GPa
chosen B = 100.0 GPa: dOmega/Omega = -4.04 %
Ec/Ha  Ec/eV  DeltaE/meV  dE/dEc  P_N/GPa  Pulay/GPa  P_N-Pulay/GPa
   6   163.3    389.36  -1.108e-02  -11.398  -14.315    2.918
   8   217.7     82.64  -2.346e-03   -1.137   -4.040    2.902
  10   272.1     17.87  -4.983e-04    1.787   -1.073    2.860
  12   326.5      3.95  -1.093e-04    2.577   -0.282    2.860
  14   381.0      0.88  -2.422e-05    2.787   -0.073    2.860
atom: eps = -0.496944 Ha = -13.523 eV, F = 0.57093, F' = 0.46162, W = 0.62461
atom: beta(g_c)^2 = 0.03032 bohr^3, dE/dEc = -2.31539e-03, fd -2.31539e-03
large cell a = 8.0 bohr = 4.233 A, 1000 k: N = 553.4, E = -0.993887 Ha
large cell P_N: -2.4104e-05 Ha/bohr^3 = -0.00443 eV/A^3 = -0.709 GPa
atom (2Ec/3Om) dE/dEc: -2.4119e-05 Ha/bohr^3 = -0.00443 eV/A^3 = -0.710 GPa
```
